\section*{Wavefunction singularity, energy and CI convergence in the helium s-limit, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I am stuck on an exercise about the helium ``s-limit''. The electron repulsion $1/r_{12}$ is replaced by $1/r_>$ with $r_>=\max(r_1,r_2)$. I am to compute the ground-state energy, which should come out as $-2.879029$ hartree, and then to ``show that the derivative kink at $r_1=r_2$ slows the radial convergence''.

I wrote a full configuration interaction (CI) code in $N$ orbitals $r^{k+1}e^{-\zeta r}$, $k<N$, with $\zeta=3.7795$ \AA$^{-1}$, which is two inverse bohr. For a one-electron problem this basis converges geometrically. Here, at $N=16$ I am still about $10^{-4}$ eV above the quoted value, and doubling $N$ cuts the error only by a factor of about 7.

Three things are unclear to me. First, what exactly has the kink? I looked for a Kato-type cusp in the wavefunction at $r_1=r_2$ and the plot looks smooth. Second, how does one get the energy to many digits, if CI is this slow? Third, can the rate of convergence be derived, with its coefficient, or only read off a plot?

\section*{Answer}

Your plot is right, and the wording of the exercise is loose. The kink in the first derivative belongs to the potential $1/r_>$. The wavefunction is two orders smoother, and the lowest derivative across the line $r_1=r_2$ that jumps is the third. Slow convergence is also a property of the basis as much as of the Hamiltonian. It afflicts products of one-electron orbitals, with an exponent that depends on the orbitals, and it disappears in a basis built on $r_<$ and $r_>$.

The algebra is in atomic units ($\hbar=m_e=e^2/4\pi\varepsilon_0=1$), and numbers are in eV and \AA, with $E_h=27.211386$ eV and $a_0=0.529177$ \AA\ (rounded here; the program converts with the unrounded constants, which matters in the last digits of total energies). The nucleus is a fixed point charge $Z$, the Hamiltonian is nonrelativistic, and the state is the singlet ground state. The program that produced the numbers is printed after this text together with its output.

\subsection*{The model}

If both electrons occupy only s orbitals, the spatial wavefunction depends on $r_1$ and $r_2$ alone, so in every matrix element $1/r_{12}$ is averaged over the cosine $\mu$ of the angle between the two position vectors. An antiderivative of $(A-B\mu)^{-1/2}$ is $-(2/B)(A-B\mu)^{1/2}$. With $A=r_1^2+r_2^2$ and $B=2r_1r_2$,
\begin{equation}
\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r_1^2+r_2^2-2r_1r_2\mu}}
=\frac{(r_1+r_2)-|r_1-r_2|}{2r_1r_2}=\frac{2r_<}{2r_<r_>}=\frac1{r_>}.
\end{equation}
The s-limit is therefore the minimum of the true Hamiltonian over all functions of $r_1,r_2$, and it lies above the exact nonrelativistic energy. The gap, due to angular correlation, is roughly 0.7 eV as a rough size. The many digits quoted below are properties of the model and not of the real atom.

Absorb the factor $1/4\pi$ of the two spherical harmonics and set $u=r_1r_2\psi$. On a function of $r$ alone $\nabla^2=r^{-1}\partial_r^2\,r$, so
\begin{equation}
\Big[-\tfrac12(\partial_1^2+\partial_2^2)-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_>}\Big]u=Eu,
\qquad \int_0^\infty\!\!\int_0^\infty u^2\,dr_1dr_2=1 .
\label{eq:H}
\end{equation}
The function $u$ vanishes on both axes because $\psi$ is finite there, and $u(r_1,r_2)=u(r_2,r_1)$ for the singlet.

\subsection*{What is singular at $r_1=r_2$}

Use the coordinates $\sigma=(r_1+r_2)/2$ along the diagonal and $x=r_1-r_2$ across it. The Jacobian determinant is $\tfrac12(-1)-\tfrac12(1)=-1$, so $dr_1dr_2=d\sigma\,dx$. The chain rule gives $\partial_1=\partial_x+\tfrac12\partial_\sigma$ and $\partial_2=-\partial_x+\tfrac12\partial_\sigma$. In the sum of squares the cross terms cancel, and
\begin{equation}
-\tfrac12(\partial_1^2+\partial_2^2)=-\partial_x^2-\tfrac14\partial_\sigma^2 .
\end{equation}
The coefficient of $\partial_x^2$ is 1 rather than $\tfrac12$ because the reduced mass of two electrons is $\tfrac12$. Since $r_1+r_2=2\sigma$ and $r_1r_2=\sigma^2-x^2/4$, the nuclear attraction is $-2Z\sigma/(\sigma^2-x^2/4)$, a smooth even function of $x$. Since $r_>=\sigma+|x|/2$, the repulsion is
\begin{equation}
\frac1{r_>}=\frac1\sigma-\frac{|x|}{2\sigma^2}+\frac{x^2}{4\sigma^3}-\dots
\end{equation}
It is finite and continuous, and its slope in $x$ jumps from $+1/2\sigma^2$ to $-1/2\sigma^2$. This is the kink.

On each side of the diagonal, away from the origin, the coefficients of the equation are analytic, so I take $u$ to have a one-sided power series there. Exchange symmetry $x\to-x$ makes the two series mirror images:
\begin{equation}
u=\sum_{k\ge0}a_k(\sigma)|x|^k,\qquad a_0(\sigma)=u(\sigma,\sigma).
\end{equation}
Even powers are smooth, and odd powers are the singular part. A term $a_1|x|$ would give $-\partial_x^2(a_1|x|)=-2a_1\delta(x)$, and nothing else in Eq.~(\ref{eq:H}) contains a delta function, so $a_1=0$. This is why you see no cusp. For $x>0$, insert the series and collect powers of $x$, with primes denoting $d/d\sigma$:
\begin{align}
x^0:&\quad -2a_2-\tfrac14a_0''+\Big(\frac{1-2Z}\sigma-E\Big)a_0=0,\\
x^1:&\quad -6a_3-\tfrac14a_1''+\Big(\frac{1-2Z}\sigma-E\Big)a_1-\frac{a_0}{2\sigma^2}=0 .
\end{align}
The first line fixes the curvature $a_2$, which is the same on both sides. In the second line $a_1=0$, which leaves
\begin{equation}
a_3(\sigma)=-\frac{u(\sigma,\sigma)}{12\,\sigma^2}.
\label{eq:a3}
\end{equation}
Thus $u$, $\partial_xu$ and $\partial_x^2u$ are continuous. The third derivative is $6a_3\,\mathrm{sgn}(x)$ at $x\to0^\pm$, so it jumps by $12a_3=-u(\sigma,\sigma)/\sigma^2$. In ordinary units the kinetic term is $-(\hbar^2/m_e)\partial_x^2$ and the potential carries $e^2/4\pi\varepsilon_0$. Their ratio is $1/a_0$, so $a_3/a_0(\sigma)$ becomes $-1/(12a_0\sigma^2)$, where the $a_0$ on the right is the Bohr radius. From here on the diagonal value is written $u(\sigma,\sigma)$ and $a_0$ means only the Bohr radius.

Solving the Schr\"odinger equation integrates the potential twice. The divergent $1/r_{12}$ gives Kato's term $r_{12}/2$, with a kink in the first derivative of $\psi$. The angular average has turned $1/r_{12}$ into a function whose worst term is $|x|$, and two integrations of that give $|x|^3$. The result (\ref{eq:a3}) is independent of $Z$ and $E$. It says nothing about a triplet, where $u(\sigma,\sigma)=0$. There $u=b_1x+\dots$, the kink term of the equation is $-b_1x|x|/2\sigma^2$, and it is balanced by $c\,x|x|^3$ with $-12c=b_1/2\sigma^2$, so the first jump is in the fourth derivative.

An exact special case confirms the sign and the factor. Near $r_1=r_2=0$ write $\psi=1+(\text{terms of degree one})+\dots$. The terms of degree $-1$ in the equation require $\tfrac12(\nabla_1^2+\nabla_2^2)\psi^{(1)}=V$. Because $\nabla^2r=2/r$, the nuclear part is solved by $-Z(r_1+r_2)$. For the repulsion try $\psi_1=\alpha r_>+\gamma\,r_<^2/r_>$. Using $\nabla^2(1/r)=0$ for $r>0$ and $\nabla^2r^2=6$, the Laplacian is $(2\alpha+6\gamma)/r_>$, which must equal $2/r_>$. The absence of an $|x|$ term means $\partial_{r_>}\psi_1=\partial_{r_<}\psi_1$ on the diagonal, that is $\alpha-\gamma=2\gamma$. Hence $\gamma=\tfrac16$ and $\alpha=\tfrac12$. With $r_<=r_>-|x|$ one has $r_<^2/r_>=r_>-2|x|+x^2/r_>$, so
\begin{equation}
\psi_1=\frac{r_>}2+\frac{r_<^2}{6r_>}=\frac23r_>-\frac{|x|}3+\frac{x^2}{6r_>}
=\frac{2\sigma}3+\frac{x^2}{6\sigma}-\frac{|x|^3}{12\sigma^2}+\dots
\end{equation}
The last step uses $r_>=\sigma+|x|/2$, which cancels the linear terms, and $1/r_>=\sigma^{-1}(1-|x|/2\sigma+\dots)$. The factor $r_1r_2=\sigma^2-x^2/4$ between $\psi$ and $u$ does not alter the relative $|x|^3$ coefficient, because $\psi$ has no $|x|$ term for the $x^2$ to multiply. So this agrees with Eq.~(\ref{eq:a3}) where $\psi\approx1$. The program verifies the Laplacian, the slope condition and the cubic coefficient of $\psi_1$ symbolically.

\subsection*{An accurate energy}

A symmetric $u$ is fixed by its values on the half domain $r_<\le r_>$, and both the energy integral and the norm are twice their half-domain values. The Rayleigh quotient can therefore be minimized on the half domain. Any trial function there extends by reflection to a continuous symmetric function of finite kinetic energy, so the upper-bound property survives. No condition has to be imposed on the diagonal. Varying $\tfrac12\int|\nabla u|^2$ leaves a boundary term proportional to $\delta u\,(\partial_{r_>}-\partial_{r_<})u$, and with $\delta u$ free the minimizer must have zero normal slope, which is $a_1=0$. On the half domain $|x|^3=(r_>-r_<)^3$ is a polynomial and the potential is smooth.

Map the wedge to a strip with $s=r_>$ and $t=r_</r_>\in[0,1]$. At fixed $s$, $dr_<=s\,dt$, so the measure is $s\,ds\,dt$. From $\partial t/\partial r_<=1/s$ and $\partial t/\partial r_>=-r_</r_>^2=-t/s$,
\begin{equation}
\partial_{r_<}=\frac1s\partial_t,\qquad \partial_{r_>}=\partial_s-\frac ts\partial_t,\qquad
V=-\frac Z{st}-\frac{Z-1}s .
\end{equation}
The repulsion has become $+1/s$, a screening of the outer electron. Expanding the square in the kinetic energy,
\begin{equation}
\langle T\rangle=\frac12\int s\,ds\,dt\Big[u_s^2-\frac{2t}su_su_t+\frac{1+t^2}{s^2}u_t^2\Big].
\end{equation}
Every term is a function of $s$ times a function of $t$. Since $u=r_<r_>\psi=s^2t\,\psi$, take $u=\sum C_{nm}S_n(s)T_m(t)$ with $S_n\propto s^2e^{-\beta s}L_n^{(5)}(2\beta s)$ and $T_m=t\times(\text{polynomial})$. The overlap weight in $s$ is $s\cdot s^4e^{-2\beta s}$, which is the weight for which the $L_n^{(5)}$ are orthogonal. The $T_m$ are $t$ times Legendre polynomials in $2t-1$, orthonormalized on $[0,1]$. With $[fg]$ denoting the integral of $fg$ over the variable concerned, the Hamiltonian matrix is
\begin{align}
H_{nm,n'm'}={}&\tfrac12[sS_n'S_{n'}']\delta_{mm'}+\tfrac12[S_nS_{n'}/s]\,[(1+t^2)T_m'T_{m'}']\nonumber\\
&-\tfrac12[S_n'S_{n'}][tT_mT_{m'}']-\tfrac12[S_nS_{n'}'][tT_m'T_{m'}]\nonumber\\
&-[S_nS_{n'}]\big(Z[T_mT_{m'}/t]+(Z-1)\delta_{mm'}\big).
\end{align}
All integrands are polynomials, times $e^{-2\beta s}$ in $s$, so Gauss quadrature evaluates them exactly. The repulsion is positive and each hydrogenic Hamiltonian is at least $-Z^2/2$, so $H+Z^2$ is positive definite, and repeated solution of $(H+Z^2)c_{\rm new}=c$ converges to the lowest eigenvector.

The term $\psi_1=s(\tfrac12+\tfrac16t^2)$ is a polynomial in $s$ and $t$, so the basis reproduces it in the expansion about the origin. At the next order this ends, unless $Z=1$. The source then contains $(Z-1)\,r_<^3/r_>$, from $-(Z-1)/r_>$ acting on the term $r_<^3/6$ of $u$, and for $Z\ne1$ the solution is $s^4$ times an infinite power series in $t$. Its singularities lie at $t=\pm i$, where $r_<^2+r_>^2=0$, away from the interval $[0,1]$, so polynomials in $t$ still converge geometrically to it. A more serious obstacle is a logarithm at the origin. In polar coordinates $r_1=\rho\cos\theta$, $r_2=\rho\sin\theta$, a term $\rho^kg(\theta)$ of $u$ has Laplacian $\rho^{k-2}(g''+k^2g)$, and it is determined by lower terms unless $g''+k^2g=0$ has a solution that vanishes at $\theta=0,\pi/2$ and is symmetric under $\theta\to\pi/2-\theta$. The candidates are $\sin2m\theta$, and $\sin(m\pi-2m\theta)=-(-1)^m\sin2m\theta$ selects odd $m$, so $k=2,6,10,\dots$ The value $k=2$ is the leading term $r_1r_2$. The first logarithm that can occur in $u$ is thus $\rho^6\ln\rho$. If present it makes the convergence in $n$ algebraic in the end, with a high power. I have not computed its coefficient.

For helium with $\beta=4.5353$ \AA$^{-1}$ and $40\times20$ functions the result is
\begin{equation}
E=-78.34236380\ \text{eV}=-2.8790287673\ \text{hartree},
\end{equation}
which rounds to the value in your exercise. Two tests support the digits. A larger basis with a different $\beta$ is asserted to agree within $2\times10^{-11}$ hartree. The virial theorem also applies, because $1/r_>$ is homogeneous of degree $-1$ like the Coulomb terms. Scaling all lengths by $1/\lambda$ gives $E(\lambda)=\lambda^2\langle T\rangle+\lambda\langle V\rangle$, stationarity at $\lambda=1$ gives $2\langle T\rangle+\langle V\rangle=0$, and so $\langle T\rangle=-E$. The exponent $\beta$ was not optimized, so this is not automatic, and the computed ratio is $1.0000000000$. The errors of smaller bases, relative to the $40\times20$ energy, are:
\begin{center}
\begin{tabular}{ccc}
size & functions & error (eV)\\
$4\times3$ & 12 & $1.847$\\
$6\times4$ & 24 & $2.835\times10^{-1}$\\
$10\times6$ & 60 & $3.675\times10^{-3}$\\
$16\times10$ & 160 & $1.765\times10^{-7}$
\end{tabular}
\end{center}
Small bases of this kind are poor. Sixty functions do worse than your CI with 8 orbitals and 36 configurations, whose error is $9.958\times10^{-4}$ eV. My conjecture for the reason is that the inner-electron factor $e^{-Zr_<}=e^{-Zst}$ has to be assembled from polynomials in $t$, whereas orbital products contain it almost from the start. The fall is then steep, and 160 functions beat 128 orbitals (8256 configurations, error $4.5\times10^{-7}$ eV).

This solution knows nothing of Eq.~(\ref{eq:a3}), so it can test it. The basis expansion is an analytic function of $x$ at fixed $\sigma$, and its Taylor coefficients $c_k$ at $x=0^+$ follow from a contour integral on a small circle in complex $x$. At $\sigma=0.50$ \AA\ the formula gives
\begin{equation}
-\frac1{12\times0.529177\times0.50^2}\ \text{\AA}^{-3}=-\frac1{1.58753}\ \text{\AA}^{-3}=-0.62991\ \text{\AA}^{-3},
\end{equation}
and the computed $c_3/c_0$ is $-0.62991$ \AA$^{-3}$. At $0.25$ and $1.00$ \AA\ both roads give $-2.51963$ and $-0.15748$ \AA$^{-3}$. The ratio $c_1/c_0$ comes out between $10^{-12}$ and $2\times10^{-11}$ \AA$^{-1}$, so the minimization has produced the zero slope by itself.

\subsection*{CI with many orbitals}

A test of an asymptotic law needs $N$ of order 100 with integrals free of quadrature error. Orthonormal orbitals with the span of yours are $\varphi_a\propto\xi e^{-\xi/2}L_a^{(2)}(\xi)$, $\xi=2\zeta r$, $a<N$. The trial function is $\sum C_{ab}\varphi_a(r_1)\varphi_b(r_2)$ with symmetric $C$, which has $N(N+1)/2$ free entries. Write $1/r_>=\int_{r_>}^\infty dr/r^2$. The condition $r>r_>$ means $r_1<r$ and $r_2<r$, so the two electrons decouple:
\begin{equation}
\iint\frac{\varrho(r_1)\varrho'(r_2)}{r_>}dr_1dr_2=\int_0^\infty\frac{Q(r)Q'(r)}{r^2}dr,\qquad Q(r)=\int_0^r\varrho\,dr_1 ,
\end{equation}
with $Q'$ the running integral of $\varrho'$. A pair density $\varrho=\varphi_a\varphi_c$ is $e^{-2\zeta r}$ times a polynomial of degree at most $2N$. With $z=4\zeta r$ it is a finite sum of the orthonormal functions $\ell_j(z)=e^{-z/2}L_j(z)$, $j\le2N$, and Gauss--Laguerre quadrature on $2N+1$ nodes gives the coefficients exactly.

The running integrals $I_j(z)=\int_0^z\ell_j$ follow from the generating function $G=\sum_jL_j(z)\eta^j=(1-\eta)^{-1}e^{-z\eta/(1-\eta)}$. It obeys $(1-\eta)\partial_zG=-\eta G$, and comparing powers of $\eta$ gives $L_j'-L_{j-1}'=-L_{j-1}$. Including the derivative of the exponential,
\begin{equation}
\ell_j'-\ell_{j-1}'=e^{-z/2}\big(-L_{j-1}-\tfrac12L_j+\tfrac12L_{j-1}\big)=-\tfrac12(\ell_j+\ell_{j-1}).
\end{equation}
Integrating from 0, where every $\ell_j$ equals 1, gives $I_j+I_{j-1}=-2(\ell_j-\ell_{j-1})$, starting from $I_0=2(1-e^{-z/2})$. At infinity $I_j=2(-1)^j$, which supplies the tail of the remaining one-dimensional integral $\int I_jI_k\,dz/z^2$ in closed form. The finite part is done on fine Gauss--Legendre panels, and the lowest eigenvalue is found by Davidson iteration.

The case $N=1$ can be done by hand. There $\varrho\,dr=\tfrac12\xi^2e^{-\xi}d\xi$ and $Q=1-e^{-\xi}(1+\xi+\xi^2/2)$. Integration by parts, with a vanishing boundary term $Q^2/r$, and $1/r=2\zeta/\xi$ give
\begin{equation}
\int\frac{Q^2}{r^2}dr=2\int\frac{Q\varrho}r\,dr=2\zeta\int_0^\infty\xi e^{-\xi}Q\,d\xi
=2\zeta\Big(1-\frac14-\frac14-\frac3{16}\Big)=\frac{5\zeta}8 ,
\end{equation}
using $\int\xi^ne^{-2\xi}d\xi=n!/2^{n+1}$. Adding $\zeta^2/2-Z\zeta$ per electron gives $\zeta^2-2Z\zeta+5\zeta/8$, which the program asserts against its CI routine.

The same generating function explains what you expected. Setting $\eta/(1-\eta)=(\kappa-\zeta)/2\zeta$, that is $\eta=(\kappa-\zeta)/(\kappa+\zeta)$, turns $e^{-\zeta r}e^{-\xi\eta/(1-\eta)}$ into $e^{-\kappa r}$. A pure exponential therefore has Laguerre coefficients proportional to $\eta^j$ with $|\eta|<1$, which is geometric convergence. A finite sum of orbital products is infinitely differentiable across $r_1=r_2$, so it cannot contain $|x|^3$.

The kink in $1/r_>$ makes only the third derivative of $u$ jump at $r_1=r_2$, and a basis in $r_>$ and $r_</r_>$ gives the helium energy as $-2.8790287673$ hartree, whereas no finite sum of orbital products can contain the $|x|^3$ term. It remains to derive the resulting CI convergence law with its coefficient, and to test it numerically, including against a control without the kink.
